\section*{The four-state method for magnetic couplings and their derivatives, part 1}

(Sections cited here and not found follow in the second part.)

The obvious way to read an exchange constant off total energies is to reverse one spin and divide the energy change by $2S^2$. For an isolated pair this works. In a solid it fails unless the other couplings happen to cancel, because the reversed spin turns against all of its neighbours at once and the energy change contains every coupling that spin has. In the three-spin example worked out below, reversing spin 1 changes the energy by $8.25\times10^{-4}$ hartree, and division by $2S^2=12.5$ gives $6.6\times10^{-5}$ hartree, whereas the coupling of the pair is $4.1\times10^{-5}$ hartree; the excess of $2.5\times10^{-5}$ hartree is the coupling of spin 1 to a third spin. Fitting many magnetic configurations to a short list of constants has a related fault: a coupling left off the list is absorbed into those kept on it unless its contribution, over the configurations used, is uncorrelated with theirs. The four-state method removes both faults for one chosen pair by using four configurations whose signed sum annihilates everything else. The cancellation is exact for a definite class of spin models and fails in definite ways outside it.

Hartree atomic units are used, with $1\,E_h=27.211386$ eV and $1$ bohr $=0.529177$ \AA. Each site carries a vector $\mathbf S_i=S\,\mathbf n_i$ of fixed length $S$ and unit direction $\mathbf n_i$. A broken-symmetry electronic calculation supplies an energy for each set of directions, and that energy is assumed for the moment to have the form
\begin{equation}
E=E_0+\sum_{i<j}\mathbf S_i\cdot J_{ij}\cdot\mathbf S_j+\sum_i\left(\mathbf S_i\cdot A_i\cdot\mathbf S_i+\mathbf h_i\cdot\mathbf S_i\right).
\label{model}
\end{equation}
Each pair is counted once, so a convention that sums over $i\neq j$ has constants half as large. $J_{ij}$ is a general real $3\times3$ matrix, and $J_{ji}=J_{ij}^{T}$ so that $\mathbf S_j\cdot J_{ji}\cdot\mathbf S_i$ is the same term. The single-ion matrix $A_i$ is symmetric, since an antisymmetric part gives zero between two equal vectors, and $\mathbf h_i$ is any local field. The nine elements of $J_{ij}$ split into a trace, a symmetric traceless part and an antisymmetric part,
\begin{equation}
J^{ab}=J\,\delta^{ab}+\Gamma^{ab}+\epsilon^{abc}D^c ,
\label{split}
\end{equation}
with repeated indices summed. Positive $J$ favours antiparallel spins. The last term is the Dzyaloshinskii--Moriya (DM) interaction, because $S_1^a\epsilon^{abc}D^cS_2^b=D^c\epsilon^{cab}S_1^aS_2^b=\mathbf D\cdot(\mathbf S_1\times\mathbf S_2)$. Transposition reverses it, so the sign of $\mathbf D$ has meaning only once the order of the two sites is stated.

Choose the pair $1,2$ and freeze all other spins in any directions. Sorting the terms of (\ref{model}) by which of $\mathbf S_1,\mathbf S_2$ they contain gives
\begin{align}
E(\mathbf S_1,\mathbf S_2)&=\mathbf S_1\cdot J_{12}\cdot\mathbf S_2+\mathbf S_1\cdot\mathbf K_1+\mathbf S_2\cdot\mathbf K_2\nonumber\\
&\quad+\mathbf S_1\cdot A_1\cdot\mathbf S_1+\mathbf S_2\cdot A_2\cdot\mathbf S_2+E_{\rm rest},
\label{sorted}\\
\mathbf K_1&=\mathbf h_1+\sum_{j\neq1,2}J_{1j}\mathbf S_j,\qquad \mathbf K_2=\mathbf h_2+\sum_{j\neq1,2}J_{2j}\mathbf S_j .
\end{align}
$\mathbf K_1$, $\mathbf K_2$ and $E_{\rm rest}$ depend only on the frozen spins. Pick two unit vectors $\mathbf a,\mathbf b$ and set $\mathbf S_1=\sigma_1S\mathbf a$, $\mathbf S_2=\sigma_2S\mathbf b$ with $\sigma_1,\sigma_2=\pm1$. In the single-ion terms the sign appears squared and drops out, so
\begin{equation}
E_{\sigma_1\sigma_2}=\sigma_1\sigma_2\,S^2\,\mathbf a\cdot J_{12}\cdot\mathbf b+\sigma_1S\,\mathbf a\cdot\mathbf K_1+\sigma_2S\,\mathbf b\cdot\mathbf K_2+\bar E,
\label{signs}
\end{equation}
where $\bar E=S^2(\mathbf a\cdot A_1\cdot\mathbf a+\mathbf b\cdot A_2\cdot\mathbf b)+E_{\rm rest}$ is common to the four states. Multiply by $\sigma_1\sigma_2$ and sum over the four sign choices. The first term is weighted by $\sum(\sigma_1\sigma_2)^2=4$. The second is weighted by $\sum\sigma_1^2\sigma_2=2\sum_{\sigma_2}\sigma_2=0$, the third by $2\sum_{\sigma_1}\sigma_1=0$, and the last by $(\sum\sigma_1)(\sum\sigma_2)=0$. With the states $++,\ +-,\ -+,\ --$ numbered 1 to 4,
\begin{equation}
\mathbf a\cdot J_{12}\cdot\mathbf b=\frac{E_1-E_2-E_3+E_4}{4S^2}.
\label{four}
\end{equation}
No property of $\mathbf K_1$, $\mathbf K_2$, $A_1$, $A_2$ or $E_{\rm rest}$ was used except that each is the same in all four states. The range of the other couplings, their anisotropy and the arrangement of the frozen spins are arbitrary. Time reversal does not give $E_4=E_1$ and $E_3=E_2$, because it turns over the frozen spins too, and (\ref{signs}) gives $E_1-E_4=2S(\mathbf a\cdot\mathbf K_1+\mathbf b\cdot\mathbf K_2)$, which vanishes for an isolated pair without fields, by a symmetry or by accident, but not in general. The energies determine the product $S^2J$; a quoted $J$ carries whatever $S$ was divided out.

The same sum tells what happens when the energy is not of the form (\ref{model}). Any function of two signs can be written $c_0+c_1\sigma_1+c_2\sigma_2+c_{12}\sigma_1\sigma_2$, four coefficients for four values, and the sums just evaluated show that $E_1-E_2-E_3+E_4=4c_{12}$. The method therefore returns the part of the energy that is odd in $\mathbf S_1$ and odd in $\mathbf S_2$, whatever its origin. A classical biquadratic term $B(\mathbf S_1\cdot\mathbf S_2)^2$ is even in both and cancels, and $B(\mathbf S_1\cdot\mathbf S_k)^2$ does not contain $\mathbf S_2$ and cancels. A three-site term $C(\mathbf S_1\cdot\mathbf S_3)(\mathbf S_3\cdot\mathbf S_2)$ equals $\sigma_1\sigma_2S^2C(\mathbf a\cdot\mathbf S_3)(\mathbf S_3\cdot\mathbf b)$ in the four states, so the right side of (\ref{four}) becomes
\begin{equation}
\mathbf a\cdot J_{12}\cdot\mathbf b+C\,(\mathbf a\cdot\mathbf S_3)(\mathbf S_3\cdot\mathbf b).
\label{leftover}
\end{equation}
Ring terms such as $(\mathbf S_1\cdot\mathbf S_k)(\mathbf S_2\cdot\mathbf S_l)$ survive for the same reason. Repeating the four states with the frozen spins turned into another direction is a one-sided test. Under (\ref{model}) alone the result cannot change, so a change proves that the energy, as a function of the directions, contains such terms, whether they stand in the underlying functional or are generated by moment lengths that adjust to their neighbours, but an unchanged result does not exclude them: reversing $\mathbf S_3$ leaves (\ref{leftover}) as it was, and rotating $\mathbf S_k$ and $\mathbf S_l$ together does not alter a term $(\mathbf S_1\cdot\mathbf S_2)(\mathbf S_k\cdot\mathbf S_l)$. A change of moment length from one state to another, as in a metal, also lies outside (\ref{model}), and its odd--odd part enters the result unannounced.

Taking $\mathbf a,\mathbf b$ along Cartesian axes gives each element $J^{ab}$. Since $\Gamma$ and $\epsilon^{abc}D^c$ have no trace, $J=(J^{xx}+J^{yy}+J^{zz})/3$; a collinear calculation along $z$ gives $J^{zz}=J+\Gamma^{zz}$, which is $J$ only when $\Gamma^{zz}=0$, as it is without spin--orbit coupling. For the off-diagonal elements (\ref{split}) reads $J^{xy}=\Gamma^{xy}+D^z$ and $J^{yx}=\Gamma^{xy}-D^z$, because $\epsilon^{xyz}=1=-\epsilon^{yxz}$. Adding and subtracting,
\begin{equation}
D^z=\tfrac12\left(J^{xy}-J^{yx}\right),\qquad\Gamma^{xy}=\tfrac12\left(J^{xy}+J^{yx}\right),
\label{dm}
\end{equation}
and cyclically $D^x=\frac12(J^{yz}-J^{zy})$, $D^y=\frac12(J^{zx}-J^{xz})$. With spins along Cartesian axes, this scheme uses eight energies for one DM component: four with spin 1 along $\pm x$ and spin 2 along $\pm y$, four with the axes exchanged. Reading $D^z$ from the first four alone is correct only if $\Gamma^{xy}=0$, which a symmetry may guarantee.

The single-ion term is even in $\mathbf S_1$, so the projection has to be turned around. Freeze every spin but the first, and write $E=\mathbf S_1\cdot A_1\cdot\mathbf S_1+\mathbf S_1\cdot\mathbf K+E'$, where $\mathbf K=\mathbf K_1+J_{12}\mathbf S_2$ and $E'$ is the rest. Adding the energies for $\mathbf S_1=\pm S\mathbf a$ removes the linear term, $E(+\mathbf a)+E(-\mathbf a)=2S^2\,\mathbf a\cdot A_1\cdot\mathbf a+2E'$, and subtracting the same sum for a second axis $\mathbf b$ removes $E'$:
\begin{equation}
\mathbf a\cdot A_1\cdot\mathbf a-\mathbf b\cdot A_1\cdot\mathbf b=\frac{E(+\mathbf a)+E(-\mathbf a)-E(+\mathbf b)-E(-\mathbf b)}{2S^2}.
\label{sia}
\end{equation}
The denominator is $2S^2$, not $4S^2$. Axes $z$ and $x$ give $A^{zz}-A^{xx}$. For $\mathbf a,\mathbf b=(\hat{\mathbf x}\pm\hat{\mathbf y})/\sqrt2$ the quadratic forms are $\frac12(A^{xx}+A^{yy})\pm A^{xy}$, and their difference is $2A^{xy}$. A multiple of the unit matrix in $A_1$ gives the same energy for every direction, so the trace cannot be found and has no effect. Equation (\ref{sia}) keeps everything even in $\mathbf S_1$, and biquadratic exchange now survives: $B(\mathbf S_1\cdot\mathbf S_k)^2$ contributes $2S^2B(\mathbf a\cdot\mathbf S_k)^2$ to the first two energies and $2S^2B(\mathbf b\cdot\mathbf S_k)^2$ to the last two, which adds $B[(\mathbf a\cdot\mathbf S_k)^2-(\mathbf b\cdot\mathbf S_k)^2]$ to the result. This term exists without spin--orbit coupling and would be misread as anisotropy. It vanishes when the frozen spins point along $\mathbf a\times\mathbf b$, which is the reason to place them perpendicular to both test axes. With spin--orbit coupling this removes the leak only in part: a term $B(\mathbf S_1\cdot R\,\mathbf S_k)^2$, with $R$ a rotation belonging to the bond, survives because $R\,\mathbf S_k$ need not be perpendicular to $\mathbf a$ and $\mathbf b$. In the electronic model below, which has $S=\frac12$ and no on-site anisotropy, (\ref{sia}) for spin 1 with axes $z,x$ gives $3.0\times10^{-4}E_h$ when the frozen spins lie along $z$ and still $-2.4\times10^{-6}E_h$ when they lie along $y$.

The constants found so far belong to a classical energy. To use them in a quantum spin Hamiltonian, identify the broken-symmetry state with a product of spin coherent states, each the eigenstate of $\mathbf n_i\cdot\hat{\mathbf S}_i$ with eigenvalue $S$. For $\mathbf n=\hat{\mathbf z}$ the state is $|S,S\rangle$, with $\langle\hat S^z\rangle=S$ and $\langle\hat S^{x}\rangle=\langle\hat S^{y}\rangle=0$, so in general $\langle\hat{\mathbf S}\rangle=S\mathbf n$. Operators on different sites factorize in a product state, $\langle\hat S_1^a\hat S_2^b\rangle=S^2n_1^an_2^b$, and the exchange matrix carries over unchanged. On one site, $\langle\hat S_z^2\rangle=S^2$, and $\langle\hat S_x^2\rangle=\langle\hat S_y^2\rangle=\frac12[S(S+1)-S^2]=S/2$ by symmetry about $z$. The symmetrized mixed products vanish, because $\hat S^x\hat S^z+\hat S^z\hat S^x$ and its $y$ partner change $m$ by one and $\hat S^x\hat S^y+\hat S^y\hat S^x=(\hat S_+^2-\hat S_-^2)/2i$ changes it by two. These values are the components of $\frac S2\delta^{ab}+(S^2-\frac S2)n^an^b$ for $\mathbf n=\hat{\mathbf z}$, and a rotation extends the form to any $\mathbf n$. For symmetric $A$,
\begin{equation}
\langle\hat{\mathbf S}\cdot A\cdot\hat{\mathbf S}\rangle=S\left(S-\tfrac12\right)\mathbf n\cdot A\cdot\mathbf n+\tfrac S2\,{\rm tr}A .
\label{coh}
\end{equation}
The trace term is constant, so (\ref{sia}) returns $A\,(S-\frac12)/S$, and the matrix of the quantum Hamiltonian is the classical one times $S/(S-\frac12)$. The factor tends to one for large $S$. It applies to the quadratic term only: for $S\ge2$ an on-site term of fourth rank is also even in $\mathbf S_1$, enters (\ref{sia}), and is reduced by $(S-\frac12)(S-1)(S-\frac32)/S^3$, which for $S=\frac52$ is $0.192$ against $0.8$. For $S=\frac12$ the angular term is zero, and a result from (\ref{sia}) cannot be an on-site operator of the spin model. The biquadratic operator also needs care. Write $\hat S^a\hat S^b=\hat Q^{ab}+\frac i2\epsilon^{abc}\hat S^c$, with $\hat Q$ the symmetrized product and the second term half the commutator. In $(\hat{\mathbf S}_1\cdot\hat{\mathbf S}_2)^2=\hat S_1^a\hat S_1^b\,\hat S_2^a\hat S_2^b$ the cross terms contract a symmetric with an antisymmetric tensor and vanish, and $\epsilon^{abc}\epsilon^{abd}=2\delta^{cd}$ gives
\begin{equation}
(\hat{\mathbf S}_1\cdot\hat{\mathbf S}_2)^2=\hat Q_1^{ab}\hat Q_2^{ab}+\left(\tfrac i2\right)^2 2\,\hat{\mathbf S}_1\cdot\hat{\mathbf S}_2=\hat Q_1^{ab}\hat Q_2^{ab}-\tfrac12\,\hat{\mathbf S}_1\cdot\hat{\mathbf S}_2 .
\end{equation}
The mean of $\hat Q$ is even in $\mathbf n$ and cancels, but the second term is odd--odd: an operator $B(\hat{\mathbf S}_1\cdot\hat{\mathbf S}_2)^2$ shifts the four-state $J$ by $-B/2$.

In a periodic calculation, turning spin 1 turns all its images at supercell translations $\mathbf R$. The energy per cell contains $\sum_{\mathbf R}\mathbf S_1\cdot J_{1,2+\mathbf R}\cdot\mathbf S_2$, every term of which is odd--odd, so (\ref{four}) returns $\sum_{\mathbf R}J_{1,2+\mathbf R}$. A uniform chain with nearest-neighbour matrix $J$ and two sites per cell shows the danger: the right neighbour contributes $J$, the left neighbour is an image of the same site and contributes $J^T$, and $J+J^T$ has twice the isotropic exchange and no DM vector. The coupling of spin 1 to its own images, $\frac12\sum_{\mathbf R\neq0}\mathbf S_1\cdot J_{1,1+\mathbf R}\cdot\mathbf S_1$ (the half counts each pair once), is even in $\mathbf S_1$. It cancels in (\ref{four}) and adds to $A_1$ in (\ref{sia}), where its isotropic part drops out and its symmetric anisotropic part stays. Every image of spin 2 other than the chosen one, and for (\ref{sia}) every image of spin 1, must lie beyond the range of the couplings. An image of spin 2 can be as close to spin 1 as the shortest supercell translation minus the separation of the pair, so it suffices that this translation exceed the range of the couplings plus that separation.

Now let $u$ be a coordinate of an atom, or a strain component, on which every constant in (\ref{model}) depends. Equation (\ref{four}) holds at each $u$, with $S$ fixed, so it may be differentiated:
\begin{equation}
\frac{\partial}{\partial u}\,\mathbf a\cdot J_{12}\cdot\mathbf b=\frac{G_1-G_2-G_3+G_4}{4S^2},\qquad G_\alpha=\frac{dE_\alpha}{du}=-F_\alpha .
\label{striction}
\end{equation}
$F_\alpha$ is the force in state $\alpha$, so with forces the combination changes sign. Equations (\ref{dm}) and (\ref{sia}) differentiate in the same way. One calculation yields the forces on all atoms, so the four states give the exchange-striction derivative for every coordinate at once, provided that the reported force is the true derivative of the energy of a state whose moments are held in place. Let $\rho$ denote the electronic state, $\mathcal E[\rho,u]$ the energy functional and $\mathbf m_i^\perp[\rho,u]$ the component of the moment on site $i$ perpendicular to the prescribed $\mathbf n_i$. The constrained state makes
\begin{equation}
L[\rho,\boldsymbol\lambda,u]=\mathcal E[\rho,u]-\sum_i\boldsymbol\lambda_i\cdot\mathbf m_i^\perp[\rho,u]
\end{equation}
stationary under all norm-preserving changes of $\rho$, with fields $\boldsymbol\lambda_i$ adjusted until $\mathbf m_i^\perp=0$. There $E=L$, and the chain rule gives
\begin{equation}
\frac{dE}{du}=\frac{\partial L}{\partial u}+\frac{\delta L}{\delta\rho}\frac{d\rho}{du}-\sum_i\frac{d\boldsymbol\lambda_i}{du}\cdot\mathbf m_i^\perp=\frac{\partial\mathcal E}{\partial u}-\sum_i\boldsymbol\lambda_i\cdot\frac{\partial\mathbf m_i^\perp}{\partial u}.
\label{hf}
\end{equation}
The second term in the middle vanishes by stationarity and the third by the constraint. What remains is the Hellmann--Feynman term $\langle\partial H/\partial u\rangle$ and a term that is present when the moment operator itself depends on $u$, as it does for a sphere or projector that moves with its atom. When $\boldsymbol\lambda_i\neq0$ and the moment operator moves with $u$, leaving that term out makes (\ref{striction}) miss the odd--odd coefficient $c_{12}$ of that term divided by $S^2$.

All of this requires one geometry for the four states. Suppose each state is relaxed separately along $u$, with a spin-independent stiffness $k$ and couplings linear in $u$. Then $E_\alpha(u)=E_\alpha+G_\alpha u+\frac12ku^2$ has its minimum at $u_\alpha=-G_\alpha/k$ with value $E_\alpha-G_\alpha^2/2k$. Differentiating (\ref{signs}) gives $G=G_0+\sigma_1g_1+\sigma_2g_2+\sigma_1\sigma_2p$, where $G_0=d\bar E/du$, $g_1=S\,\mathbf a\cdot\mathbf K_1'$, $g_2=S\,\mathbf b\cdot\mathbf K_2'$, $p=S^2J'$, a prime is $d/du$ and $J$ stands here for $\mathbf a\cdot J_{12}\cdot\mathbf b$. Squaring with $\sigma^2=1$,
\begin{align}
G^2&=G_0^2+g_1^2+g_2^2+p^2+2\sigma_1(G_0g_1+g_2p)\nonumber\\
&\quad+2\sigma_2(G_0g_2+g_1p)+2\sigma_1\sigma_2(G_0p+g_1g_2).
\end{align}
Only the last bracket is odd--odd. It enters the energy with the factor $-1/2k$ and the result with $1/S^2$:
\begin{equation}
J_{\rm relaxed}=J-\frac{G_0J'}{k}-\frac{g_1g_2}{kS^2}.
\label{relax}
\end{equation}
The first correction is $J'u_0$ with $u_0=-G_0/k$, the change of $J$ on moving to the geometry at which the average force vanishes. The second does not contain $J_{12}$, only the couplings to the frozen spins and the local fields. For isotropic couplings to one spectator, $g_1=SJ_{13}'\,\mathbf a\cdot\mathbf S_3$ and $g_2=SJ_{23}'\,\mathbf b\cdot\mathbf S_3$, and it is the leftover in (\ref{leftover}) with $C=-J_{13}'J_{23}'/k$: relaxation has generated a three-site term. It disappears in a rigid lattice, $k\to\infty$.

Under the spin model (\ref{model}), the four-state sum isolates the exchange matrix of one pair, related sums give the single-ion anisotropy and the coordinate derivatives, and the errors from multi-spin terms, periodic images and separate relaxation have been identified. It remains to work these results through in a three-spin example with known constants and to see, in a small electronic model, how deviations from the spin model arise.
